Why Surface Recombination Falls as the Inverse Square of Fixed Charge

A silicon surface carries 10¹² negative elementary charges per cm² in the film above it. In the classical model treated here, its surface recombination velocity is 0.698 cm/s. Double the charge, leave every interface trap as it was, and the velocity becomes 0.175 cm/s. Twice the charge has removed three quarters of the recombination. Why a factor of four, when the charge neither removes a trap nor changes its capture cross-sections?

**The model**

The silicon is p-type, with acceptor density N_A, and fills z > 0. The film holds a fixed charge −Q per area, with Q > 0, spread evenly and lying at the interface. No gate is present and the outside of the film is uncharged, so the silicon supplies the whole compensating charge +Q. It does so with holes crowded against the interface: an accumulation layer.

Light or an injected current adds an excess density Δn of electrons and holes. At the inner edge of the layer, where the silicon is neutral, the densities are

p_d = p₀ + Δn,  n_d = n₀ + Δn,  p_d − n_d = N_A,

with n₀ and p₀ the equilibrium values, n₀p₀ = n_i². The surface recombination velocity refers to this edge:

S = U_s/Δn,

where U_s is the number of pairs lost per area and time at the interface.

Let φ be the electrostatic potential, zero at the edge, and let u = −qφ/kT. Negative fixed charge makes φ negative near the surface, so u is positive there. If the quasi-Fermi levels are flat across the layer and the carriers form classical, nondegenerate gases,

p = p_d e^u,  n = n_d e^(−u).

Their product is the same at every depth:

pn = p_d n_d.  (1)

This is the link between the two carriers. Whatever raises the hole density at the surface by some factor lowers the electron density by that factor. The remaining question is how the surface hole density depends on Q.

**Field pressure and hole pressure**

Poisson's equation is φ″ = −(q/ε)(p − n − N_A), with ε the permittivity of silicon. Multiplying by −q/kT gives

u″ = (q²/εkT)(p − n − N_A).  (2)

By Gauss's law the field just inside the silicon is −Q/ε, pointing towards the negative charge. The field is also −φ′ = (kT/q)u′, so

u′(0) = −qQ/(εkT).  (3)

Multiply (2) by u′. The left side becomes ½(u′²)′. On the right, pu′ = p′ because p varies as e^u, and nu′ = −n′ because n varies as e^(−u). Therefore

½(u′²)′ = (q²/εkT)(p + n − N_A u)′.

Integrate from the surface, where the values are p_s, n_s and u_s, to the neutral edge, where u and u′ vanish:

−½u′(0)² = (q²/εkT)(p_d + n_d − p_s − n_s + N_A u_s).

Insert (3), change the sign of both sides and divide by q²/εkT:

Q²/(2εkT) = p_s − p_d + n_s − n_d − N_A u_s.  (4)

Multiplied by kT, this is a balance of forces per area. The left side becomes Q²/2ε, the electrostatic pull of the fixed charge on the silicon. The main term on the right becomes p_s kT, the pressure of a hole gas against the wall. In strong accumulation the other terms are small, and

p_s = Q²/(2εkT).  (5)

The square is that of an electrostatic pressure: the field is proportional to the charge, and the force is charge times field.

**Where the second power comes from**

With Q holding q times the number of holes per area, one might expect p_s to grow only as Q. It would, if the layer kept its thickness. To find the thickness, keep only the holes in the force balance at depth z, which then reads u′² = 2q²p/(εkT). Since u decreases with depth,

p′ = pu′ = −p^(3/2) √(2q²/εkT).

Hence

(p^(−1/2))′ = −½ p^(−3/2) p′ = √(q²/2εkT).

The right side is constant, so p^(−1/2) grows linearly from its surface value, and

p = p_s/(1 + z/b)²,  1/b = √(p_s q²/2εkT).

Using (5) for p_s,

b = 2εkT/(qQ).  (6)

The charge between the surface and depth z is

q p_s ∫₀^z dz₁/(1 + z₁/b)² = q p_s b · z/(z + b).

For large z this tends to q p_s b = Q, and half of it lies within z = b. The surface field Q/ε explains the thickness: a hole gains energy kT on moving a distance εkT/(qQ) = b/2 against that field, so a stronger field holds the layer closer. Since p_s = Q/(qb), one power of Q comes from having more holes and the other from squeezing them into a thinner layer.

**From hole density to recombination**

For traps at one energy, the Shockley–Read–Hall rate at the surface is

U_s = (n_s p_s − n_i²)/[(n_s + n₁)/S_p0 + (p_s + p₁)/S_n0].  (7)

Here S_n0 = σ_n v_th N_it is the electron capture velocity, made of the capture cross-section, the thermal speed and the trap density per area. S_p0 is the same with σ_p. The densities n₁ and p₁ describe thermal emission from the trap; for a midgap level both equal n_i.

By (1), the numerator is fixed by the edge densities:

n_d p_d − n_i² = (n₀ + Δn)(p₀ + Δn) − n₀p₀ = Δn(n₀ + p₀ + Δn).

The fixed charge acts through the denominator. When p_s is large, the traps are filled with holes and wait for electrons, so the term p_s/S_n0 dominates. With n₀ negligible and p₀ equal to N_A to the same accuracy,

S = S_n0 (N_A + Δn)/p_s = S_n0 (N_A + Δn) · 2εkT/Q².  (8)

The hole cross-section has dropped out. Adding holes does not speed recombination, because hole capture is no longer the slow step; their effect is to reduce the electron density at the traps.

**The numbers at 10¹² cm⁻²**

Take T = 300 K, relative permittivity 11.7, N_A = 2×10¹⁵ cm⁻³, Δn = 10¹⁴ cm⁻³ and n_i = 10¹⁰ cm⁻³. The traps lie at midgap, with N_it = 10¹⁰ cm⁻², σ_n = 10⁻¹⁴ cm², σ_p = 10⁻¹⁶ cm² and v_th = 10⁷ cm/s. Then

S_n0 = 10⁻¹⁴ × 10⁷ × 10¹⁰ = 1000 cm/s,

and S_p0 = 10 cm/s. The fixed charge is Q = 0.160 μC/cm². Equation (5) gives p_s = 2.99×10¹⁸ cm⁻³, and (6) gives b = 3.34 nm. From (8),

S = 1000 × 2.1×10¹⁵/(2.99×10¹⁸) = 0.702 cm/s.

The value 0.698 cm/s at the start comes from solving (2) numerically by finite volumes, with all its charges retained, and putting the surface densities into the full rate (7). That solution has p_s = 3.01×10¹⁸ cm⁻³. The electron density falls from 10¹⁴ cm⁻³ at the edge to 7.0×10¹⁰ cm⁻³ at the surface, and about 50 % of the compensating charge lies within b. Raising σ_p tenfold leaves S unchanged to five figures; raising σ_n tenfold multiplies it by 10.0.

Equation (8) also says that S is not a property of the interface alone. With Δn raised to 2×10¹⁵ cm⁻³ and all else fixed, N_A + Δn grows from 2.1 to 4.0×10¹⁵ cm⁻³, and the numerical S rises to 1.33 cm/s. At 60 °C, with the capture velocities held fixed, S is 11 % higher than at 300 K, because a hotter hole gas needs less density to supply the same pressure.

**Too little charge**

The law requires Q²/(2εkT) to be much larger than N_A + Δn, with some margin for the term N_A u_s in (4). At Q/q = 5×10¹⁰ cm⁻² it fails: (8) predicts 281 cm/s and the numerical solution gives 141 cm/s.

Two causes can be separated. First, (5) gives p_s = 7.5×10¹⁵ cm⁻³, whereas the full solution has 1.34×10¹⁶ cm⁻³, since the edge density and the dopant term are no longer small. This alone lowers S to 1000 × 2.1×10¹⁵/(1.34×10¹⁶) = 157 cm/s. Second, hole capture is no longer fast enough to ignore. With n_s = n_d p_d/p_s = 1.57×10¹³ cm⁻³, the first term in the denominator of (7) is about 12 % of the second, and 157/1.12 gives about 140 cm/s.

The inverse square emerges gradually. The local exponent, d ln S/d ln Q averaged between neighbouring charges, is −1.36 from 5×10¹⁰ to 10¹¹ cm⁻², −1.93 from 2 to 5×10¹¹ cm⁻², and −1.98 from 5×10¹¹ to 10¹² cm⁻².

**Too much charge: degeneracy**

At high charge, (5) asks for more holes than a classical gas can represent. Let N_V = 3×10¹⁹ cm⁻³ be the effective density of states of the valence band, and η the depth of the hole quasi-Fermi level inside the band, in units of kT. For a parabolic band the density and pressure are

p = N_V F_1/2(η),  P = kT N_V F_3/2(η),

where F_j(η) = [1/Γ(j+1)] ∫₀^∞ x^j dx/(1 + e^(x−η)). Both integrals tend to e^η when η is very negative, which restores P = pkT. Since dF_3/2/dη = F_1/2, the earlier integration goes through with P_s in place of p_s kT. In strong accumulation,

Q²/2ε = P_s.  (9)

The electrons remain dilute, so n_s = n_d e^(−u_s), and with hole-filled traps S = S_n0 e^(−u_s). Now u_s differs from η_s by a constant set at the edge, so d ln S = −dη_s. Differentiating (9) gives

(Q²/ε) d ln Q = dP_s = kT p_s dη_s.

Replacing Q²/ε by 2P_s,

d ln S/d ln Q = −2P_s/(p_s kT).  (10)

The exponent is −2 times the ratio of the hole pressure to that of a classical gas of equal density. The ratio is 1 for a dilute gas and larger for a degenerate one, so S falls faster than the inverse square. In a numerical solution with Fermi–Dirac holes, S at 10¹² cm⁻² is 0.686 cm/s, less than 2 % below the classical value. At 10¹³ cm⁻² it is 0.0022 cm/s instead of 0.0070 cm/s, and the mean exponent between 5×10¹² and 10¹³ cm⁻² is −3.1. These figures depend on N_V: with 1.8×10¹⁹ cm⁻³ the shift at 10¹² cm⁻² is about 3 % and the exponent is −3.6. At 10¹³ cm⁻², (6) gives b = 0.33 nm, an atomic length, and the surface hole density exceeds 10²⁰ cm⁻³, so a local parabolic-band model without gap narrowing shows only the trend there.

**Thin layers and wave mechanics**

Degeneracy is not the whole story at high charge. A layer 3 nm thick is thinner than the thermal wavelengths h/√(2πmkT) of the carriers, 4 to 10 nm for the masses used below, so their wave nature matters. To size it, the Schrödinger and Poisson equations were solved together, with a hard wall at the interface, classical occupation of the levels and a single hole mass of 0.3 electron masses. For a (100) surface, one third of the electrons were given mass 0.92 and two thirds mass 0.19 for motion along z.

At a hard wall the wave functions vanish, so the local density cannot measure contact with traps. The electron pressure on the wall divided by kT was used instead; for a classical gas it equals n_s. That capture follows this pressure is an assumption.

At 10¹² cm⁻², confinement pushes the holes away from the wall and increases the band bending by 28 meV. Alone, this would multiply S by e^(−27.8/25.85) = 0.34. But electrons also penetrate the steep barrier, and their wall pressure is 3.3 times the classical value for that barrier. The net result is S 12 % above the classical value. The sign of this correction depends on the hole mass: with 0.2 electron masses, close to that of silicon's light holes, S is 8 % below the classical value. For the mass of 0.3, the numerical error is small. Halving the grid spacing changes this ratio by about 0.1 %.

For a hole mass of 0.3 the correction grows with charge: under 1 % at 2×10¹¹ cm⁻² and 36 to 37 %, depending on the discretisation, at 2×10¹² cm⁻². Between 10¹² and 2×10¹² cm⁻² it weakens the exponent from −2.0 to about −1.7; with a hole mass of 0.2 the exponent there is about −1.9. In this range and for hole masses of 0.2 to 0.3, degeneracy and wave mechanics therefore pull the slope in opposite directions; for a mass of 0.16 the wave-mechanical change of slope vanishes. They were computed separately, so these results do not settle the slope at several times 10¹² cm⁻².

**A real film**

The parameters are roughly those of lightly doped silicon under aluminium oxide grown by atomic layer deposition and annealed. Such films typically carry negative charge of order 10¹² to 10¹³ cm⁻², so the main example sits at the low end. The trap density is that of a good interface, and capture cross-sections are uncertain by large factors. The value 0.7 cm/s is thus an illustration; the dependence on Q is the better-founded result.

Real films clearly break the assumption of evenly spread charge. At 10¹² cm⁻² there is one charge per square of side 10 nm, which is three times b. A rough estimate treats them as randomly placed at a distance d = 1.5 nm from the silicon, in a thick film of relative permittivity 9. Since u_s grows as 2 ln Q, the layer screens with capacitance C = dQ/d|φ_s| = qQ/(2kT). A charge ripple of lateral wavenumber k and amplitude qν then produces a surface potential qν e^(−kd)/[(ε + ε_film)k + C]. Random positions give equal weight to all wavevectors, so the variance is

σ² = (Q/q)(q²/2π) ∫₀^∞ k e^(−2kd) dk/[(ε + ε_film)k + C]².

This gives σ = 21 mV. Electrons gather where the barrier is low, and for a Gaussian spread the mean of their Boltzmann factor rises by exp[½(qσ/kT)²], about 1.4. This is a low estimate. A layer of finite thickness screens short-wavelength ripples less well than C suggests, and the nonlinear response of the holes also lowers the average barrier. Including both to second order in the exponent gives a factor of about 2. Because σ is close to kT/q, second order overstates the effect: solving the full nonlinear classical equation for randomly placed charges gives about 1.7. With d known only roughly, these figures show the order of magnitude.

Other omissions are smaller at 10¹² cm⁻². If every trap held one positive charge, the net Q would fall by 1 % and S would rise by 2 %. The electron current to the surface tilts its quasi-Fermi level by about 3×10⁻⁵ kT for a diffusion constant of 10 cm²/s, so taking that level flat is safe. The surface field is 0.155 MV/cm, but the band bending is 0.19 eV, well below the 1.12 eV gap, so the built-in drop cannot supply the energy for impact ionisation.

Auger recombination sets a different kind of limit. Its rate per volume is C_p p times the excess of pn over n_i², which for classical carriers is close to p_d Δn. Integrating p over the layer gives Q/q, so the contribution to S is C_p p_d Q/q, which grows with charge. For a rough C_p of 10⁻³¹ cm⁶/s it is 0.0002 cm/s at 10¹² cm⁻². At 10¹³ cm⁻² the same formula gives 0.002 cm/s, which is an upper estimate, because degeneracy lowers pn near the surface below p_d n_d. Since the trap-related value found there with Fermi–Dirac holes is also about 0.002 cm/s, Auger recombination in the layer can no longer be assumed negligible, even in this idealised film.

For comparing films, the inverse square is a fair guide when the traps are deep, when S_n0, doping, injection and temperature are the same, and when the net charge lies in the window between weak accumulation and strong degeneracy or confinement. Deep means that n₁/S_p0 and p₁/S_n0 in (7) are both much smaller than p_s/S_n0. With the capture velocities used here, traps 0.4 eV above midgap break this condition, and the classical exponent between 5×10¹¹ and 2×10¹² cm⁻² is only about −0.8. Traps spread evenly across the gap give about −1.9. An anneal that changes both charge and trap density changes two factors in (8), and its effect on S cannot be credited to the charge alone.
